**First-order ellipsometry of a thin film: one combination of thickness and permittivity**

For a film of thickness $d$ and permittivity $e$ on a substrate of permittivity $s$ in vacuum, the program tests $\rho-\rho_0=GJ$ with $J=d(e-1)(e-s)/e$. Here $\rho=r_p/r_s$, $\rho_0$ is its bare-substrate value, and $G$ depends on angle, wavelength and substrate but not on the film. The reference values come from Maxwell propagation by matrix exponentials. The program asserts the law for lossless, absorbing and metallic cases, the equal response of films with equal $J$, and the additivity of uniaxial layers. It also asserts that a transparent film can be separated into $d$ and $e$ when the substrate absorbs, or when its real permittivity differs between two wavelengths at which the film's does not. For a 2 nm oxide on a silicon-like substrate at 633 nm, the output shows a $\Delta$ shift of 6.52 degrees and rival films whose readings differ from it by amounts below or comparable with the assumed noise. At 310 nm a joint fit is much better conditioned, but first-order inversion of the 2 nm film is strongly biased. The last lines size interfacial oxide, roughness, birefringence, heating, angle error and process gas.

## Numerical verification

```python
"""Thin-film ellipsometry: what first order in thickness can determine.

Result under test: for a film (permittivity e, thickness d) in vacuum on
a substrate of permittivity s, the ratio rho = r_p/r_s changes by
    rho - rho0 = G * J,   J = d (e-1)(e-s)/e,
where G depends on angle, wavelength and s, but not on the film.
Equal J means equal first-order data at all angles. A film known to be
transparent is an exception if s is complex or varies with wavelength.
Time factor exp(-i omega t); lengths in nm; angles in degrees.
r_p is a ratio of magnetic amplitudes, r_s of electric amplitudes.
Reference values come from Maxwell propagation by matrix exponentials.
"""
import numpy as np
from scipy.linalg import expm
from scipy import constants as const


def rho_exact(layers, s, angle, wavelength):
    """layers: (thickness, e_inplane, e_normal), vacuum side first."""
    k0 = 2 * np.pi / wavelength
    c = np.cos(np.radians(angle))
    S = np.sin(np.radians(angle)) ** 2
    r = {}
    for pol in "ps":
        m_sub = s if pol == "p" else 1.0
        fields = np.array([1.0, np.sqrt(complex(s) - S) / m_sub])
        for d, ex, ez in reversed(layers):
            m = ex if pol == "p" else 1.0
            w = 1 - S / ez if pol == "p" else ex - S
            generator = 1j * k0 * np.array([[0, m], [w, 0]])
            fields = expm(-generator * d) @ fields
        Y = fields[1] / fields[0]
        r[pol] = (c - Y) / (c + Y)
    return r["p"] / r["s"]


def film(d, e):
    return [(d, e, e)]


def gain(s, angle, wavelength):
    """Derived factor G in 1/nm."""
    k0 = 2 * np.pi / wavelength
    c = np.cos(np.radians(angle))
    S = np.sin(np.radians(angle)) ** 2
    Q = np.sqrt(complex(s) - S)
    return (2j * k0 * c * S * s * (c + Q) ** 2
            / ((s - 1) * (s * c + Q) ** 2))


def shape(e, s):
    """J/d for an isotropic film."""
    return (e - 1) * (e - s) / e


def first_order(layers, s, angle, wavelength, h=1e-3):
    """Linear response of rho to scaling all thicknesses from zero."""
    up = [(h * d, ex, ez) for d, ex, ez in layers]
    down = [(-h * d, ex, ez) for d, ex, ez in layers]
    return (rho_exact(up, s, angle, wavelength)
            - rho_exact(down, s, angle, wavelength)) / (2 * h)


def close(a, b, tol):
    return abs(a - b) <= tol * max(abs(a), abs(b))


def psi_delta(rho):
    return np.array([np.degrees(np.arctan(abs(rho))),
                     np.degrees(np.angle(rho)) % 360])


def separate(A, B):
    """Permittivity and thickness from A=d(e-1), B=d(e-1)/e."""
    return A / B, A * B / (A - B)


def invert_transparent(J, s):
    """Real film on an absorbing substrate."""
    B = -J.imag / s.imag
    return separate(J.real + s.real * B, B)


angles = (30.0, 55.0, 70.0, 75.5, 82.0)

# First-order law, for lossless and absorbing films and substrates.
for s in (2.2, 15.0, 12 + 36j, -10 + 2j):
    for e in (1.5, 2.7, 6 + 1j, -3 + 0.5j):
        for angle in angles:
            numeric = first_order(film(1.0, e), s, angle, 500.0)
            assert close(numeric, gain(s, angle, 500.0) * shape(e, s),
                         1e-5)

# Every trial thickness admits a passive film with the same response.
s_real = 15.0
for e_ref in (2.5 + 0.3j, 2.7, 6 + 1j):
    J_ref = shape(e_ref, s_real)
    for d_trial in (0.3, 0.8, 1.5, 4.0):
        roots = np.roots([1, -(1 + s_real + J_ref / d_trial), s_real])
        e_trial = roots[np.argmax(roots.imag)]
        assert e_trial.imag >= -1e-12
        for angle in angles:
            one = first_order(film(1.0, e_ref), s_real, angle, 500.0)
            two = first_order(film(d_trial, e_trial), s_real, angle,
                              500.0)
            assert close(one, two, 1e-5)

# Largest |J|/d for a real film with 1 < e < s, found by scanning.
scan = np.linspace(1, s_real, 200001)
values = shape(scan, s_real)
assert close(-values.min(), (np.sqrt(s_real) - 1) ** 2, 1e-7)
assert abs(scan[values.argmin()] - np.sqrt(s_real)) < 1e-3

# Lossless case: phase is first order, modulus is second order.
bare = rho_exact([], s_real, 70.0, 633.0)
logs = [np.log(rho_exact(film(d, 2.7), s_real, 70.0, 633.0) / bare)
        for d in (0.2, 0.1)]
assert abs(logs[0].imag / logs[1].imag - 2) < 0.02
assert abs(logs[0].real / logs[1].real - 4) < 0.04

# Films of equal J differ only at second order in thickness.
ratio_d = shape(2.7, s_real) / shape(2.1, s_real)
gaps = [abs(rho_exact(film(d, 2.7), s_real, 70.0, 633.0)
            - rho_exact(film(d * ratio_d, 2.1), s_real, 70.0, 633.0))
        for d in (0.04, 0.02)]
assert abs(gaps[0] / gaps[1] - 4) < 0.05

# Exception 1: transparent film, absorbing substrate, one wavelength.
s_uv, wl_uv, e_true = 12 + 36j, 310.0, 1.65 ** 2


def recovered_uv(d):
    change = (rho_exact(film(d, e_true), s_uv, 70.0, wl_uv)
              - rho_exact([], s_uv, 70.0, wl_uv))
    return invert_transparent(change / gain(s_uv, 70.0, wl_uv), s_uv)


errors = [recovered_uv(d)[0] - e_true for d in (0.002, 0.001)]
assert abs(errors[1]) < 0.02
assert abs(errors[0] / errors[1] - 2) < 0.1
assert close(recovered_uv(0.001)[1], 0.001, 0.02)

# Exception 2: same real e at two wavelengths, real dispersive substrate.
pairs = ((15.0, 633.0), (18.0, 500.0))
J_pair = [(first_order(film(1.3, e_true), s, 70.0, wl)
           / gain(s, 70.0, wl)).real for s, wl in pairs]
A_two, B_two = np.linalg.solve([[1, -s] for s, wl in pairs], J_pair)
e_two, d_two = separate(A_two, B_two)
assert close(e_two, e_true, 1e-4) and close(d_two, 1.3, 1e-4)

# Layered uniaxial film: contributions add, whatever their order.
stack = [(0.7, 2.5, 2.9), (1.1, 4.0 + 0.2j, 3.5 + 0.1j)]
for s in (15.0, 12 + 36j):
    J_stack = sum(d * (ex + s / ez - 1 - s) for d, ex, ez in stack)
    for angle in angles:
        for order in (stack, stack[::-1]):
            assert close(first_order(order, s, angle, 500.0),
                         gain(s, angle, 500.0) * J_stack, 1e-5)

# Worked example: rough values for an ALD oxide on silicon.
wl, angle, d0, n0 = 633.0, 70.0, 2.0, 1.65
n_sub = 3.88 + 0.02j
s0, e0 = n_sub ** 2, n0 ** 2
noise = 0.02


def energy(wavelength):
    return const.h * const.c / (const.e * wavelength * 1e-9)


def reading(layers, s=s0, phi=angle, wavelength=wl):
    return psi_delta(rho_exact(layers, s, phi, wavelength))


rho0 = rho_exact([], s0, angle, wl)
G0, J0 = gain(s0, angle, wl), d0 * shape(e0, s0)
log_linear = G0 * J0 / rho0
base, full = reading([]), reading(film(d0, e0))
linear = np.degrees([0.5 * np.sin(2 * np.radians(base[0]))
                     * log_linear.real, log_linear.imag])
signal = full - base
print(f"wavelength {wl:.0f} nm, photon energy {energy(wl):.3f} eV")
print(f"angle {angle:.1f} deg; film d {d0:.2f} nm, index {n0:.2f}")
print(f"film permittivity e {e0:.4f}")
print(f"substrate index {n_sub:.2f}, permittivity s {s0:.4f}")
brewster = np.degrees(np.arctan(np.sqrt(s0.real)))
print(f"Brewster angle for Re s {brewster:.2f} deg")
print(f"bare rho0 {rho0:.5f}")
print(f"G {G0:.6f} 1/nm")
print(f"J {J0:.4f} nm")
print(f"bare Psi {base[0]:.3f} deg, Delta {base[1]:.3f} deg")
print(f"film Psi {full[0]:.3f} deg, Delta {full[1]:.3f} deg")
print(f"exact shift: Psi {signal[0]:.4f}, Delta {signal[1]:.4f} deg")
print(f"linear shift: Psi {linear[0]:.4f}, Delta {linear[1]:.4f} deg")
print(f"second order and above: Psi {signal[0]-linear[0]:.4f}, "
      f"Delta {signal[1]-linear[1]:.4f} deg")
step = reading(film(0.1, e0)) - base
print(f"Delta shift for first 0.1 nm {step[1]:.4f} deg")
d_min = abs(J0.real) / (np.sqrt(s0.real) - 1) ** 2
print(f"least d of a real film, using Re J and Re s {d_min:.3f} nm")
print(f"index of least d {s0.real**0.25:.3f}")

print("rivals of equal Re J: index, d (nm), Psi and Delta gaps (deg)")
partner = np.sqrt(s0.real / e0)
for n in (1.45, 1.80, 1.95, partner):
    d = d0 * shape(e0, s0).real / shape(n * n, s0).real
    gap = reading(film(d, n * n)) - full
    print(f"  {n:.3f}  {d:.3f}  {gap[0]:+.4f}  {gap[1]:+.4f}")


def fit_errors(d, s, wavelength):
    """Linear error propagation for a joint fit of d and real index."""
    def f(thick, index):
        return reading(film(thick, index ** 2), s, angle, wavelength)
    h = 1e-4
    jac = np.column_stack([(f(d + h, n0) - f(d - h, n0)) / (2 * h),
                           (f(d, n0 + h) - f(d, n0 - h)) / (2 * h)])
    joint = noise * np.sqrt(np.diag(np.linalg.inv(jac.T @ jac)))
    return joint[0], joint[1], noise / np.linalg.norm(jac[:, 0])


print(f"rough noise in Psi and in Delta {noise:.2f} deg")
print("linearized errors: d (nm), sigma_d (nm), sigma_index,"
      " sigma_d (nm) if index known")
for d in (2.0, 5.0, 10.0, 30.0):
    a, b, k = fit_errors(d, s0, wl)
    print(f"  633 nm: {d:.0f}  {a:.4f}  {b:.4f}  {k:.5f}")
a, b, k = fit_errors(d0, s_uv, wl_uv)
print(f"  310 nm: {d0:.0f}  {a:.4f}  {b:.4f}  {k:.5f}")
assert b < fit_errors(d0, s0, wl)[1]
print(f"310 nm: photon energy {energy(wl_uv):.3f} eV, s {s_uv:.1f}")
print("first-order inversion at 310 nm: true d, found d (nm), found e")
for d in (2.0, 0.2, 0.02, 0.002):
    e_found, d_found = recovered_uv(d)
    print(f"  {d:.3f}  {d_found:.5f}  {e_found:.4f}")

# Neglected effects, as changes in the reading of the example film.
oxide_d, oxide_n, rough_d = 1.0, 1.46, 0.5
split, heat, dn_dT, tilt = 0.05, 180.0, 4e-4, 0.01
oxide = film(oxide_d, oxide_n ** 2)
e_mix = ((e0 + 1) + np.sqrt((e0 + 1) ** 2 + 32 * e0)) / 8
mixture = 0.5 * (e0 - e_mix) / (e0 + 2 * e_mix)
mixture += 0.5 * (1 - e_mix) / (1 + 2 * e_mix)
assert abs(mixture) < 1e-12
s_hot = (n_sub + heat * dn_dT) ** 2
n_gas = 1 + 3e-4 / 760
gas_film = film(d0, e0 / n_gas ** 2)
effects = {
    "interfacial oxide": reading(film(d0, e0) + oxide),
    "added rough layer": reading(film(rough_d, e_mix) + film(d0, e0)),
    "birefringence": reading([(d0, e0, e0 - split)]),
    "substrate heating": reading(film(d0, e0), s_hot),
    "angle error": reading(film(d0, e0), s0, angle + tilt),
    "gas at 1 Torr": reading(gas_film, s0 / n_gas ** 2, angle,
                             wl / n_gas),
}
print(f"rough inputs: oxide {oxide_d:.1f} nm index {oxide_n:.2f}; "
      f"rough layer {rough_d:.1f} nm")
print(f"  half-void layer permittivity {e_mix:.4f}; e_x-e_z {split:.2f}")
print(f"  heating {heat:.0f} K, dn/dT {dn_dT:.1e} 1/K; "
      f"angle error {tilt:.2f} deg")
print(f"  gas index minus one at 1 Torr {n_gas-1:.2e}")
print("changes in Psi and Delta (deg) from neglected effects")
for name, value in effects.items():
    change = value - full
    print(f"  {name}: {change[0]:+.6f}  {change[1]:+.6f}")
on_oxide = effects["interfacial oxide"] - reading(oxide)
print(f"film signal if oxide was there before: Psi {on_oxide[0]:.4f}, "
      f"Delta {on_oxide[1]:.4f} deg")
hot_signal = effects["substrate heating"] - reading([], s_hot)
print(f"film signal with hot bare reference: Psi {hot_signal[0]:.4f}, "
      f"Delta {hot_signal[1]:.4f} deg")
print("all tests passed")
```

It prints:

```
wavelength 633 nm, photon energy 1.959 eV
angle 70.0 deg; film d 2.00 nm, index 1.65
film permittivity e 2.7225
substrate index 3.88+0.02j, permittivity s 15.0540+0.1552j
Brewster angle for Re s 75.55 deg
bare rho0 -0.18637-0.00264j
G 0.000010+0.001363j 1/nm
J -15.6040-0.1964j nm
bare Psi 10.558 deg, Delta 180.812 deg
film Psi 10.612 deg, Delta 187.330 deg
exact shift: Psi 0.0537, Delta 6.5176 deg
linear shift: Psi 0.0104, Delta 6.5386 deg
second order and above: Psi 0.0433, Delta -0.0211 deg
Delta shift for first 0.1 nm 0.3269 deg
least d of a real film, using Re J and Re s 1.881 nm
index of least d 1.970
rivals of equal Re J: index, d (nm), Psi and Delta gaps (deg)
  1.450  2.298  +0.0046  -0.0028
  1.800  1.910  -0.0037  +0.0022
  1.950  1.882  -0.0078  +0.0045
  2.351  2.000  -0.0230  +0.0122
rough noise in Psi and in Delta 0.02 deg
linearized errors: d (nm), sigma_d (nm), sigma_index, sigma_d (nm) if index known
  633 nm: 2  0.7427  0.8475  0.00617
  633 nm: 5  0.3335  0.1492  0.00641
  633 nm: 10  0.1788  0.0376  0.00720
  633 nm: 30  0.0837  0.0040  0.01360
  310 nm: 2  0.0897  0.0630  0.00541
310 nm: photon energy 3.999 eV, s 12.0+36.0j
first-order inversion at 310 nm: true d, found d (nm), found e
  2.000  1.62676  4.5211
  0.200  0.19298  2.9064
  0.020  0.01992  2.7409
  0.002  0.00200  2.7243
rough inputs: oxide 1.0 nm index 1.46; rough layer 0.5 nm
  half-void layer permittivity 1.7214; e_x-e_z 0.05
  heating 180 K, dn/dT 4.0e-04 1/K; angle error 0.01 deg
  gas index minus one at 1 Torr 3.95e-07
changes in Psi and Delta (deg) from neglected effects
  interfacial oxide: +0.052613  +2.836887
  added rough layer: +0.020700  +1.157139
  birefringence: -0.001384  -0.085883
  substrate heating: +0.517163  -0.250103
  angle error: -0.016174  +0.012381
  gas at 1 Torr: -0.000011  +0.000006
film signal if oxide was there before: Psi 0.0923, Delta 6.4826 deg
film signal with hot bare reference: Psi 0.0514, Delta 6.3251 deg
all tests passed
```
